# Hydrogen levels with a fixed zero-range s-wave scatterer, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Rydberg atomic units are used: $\hbar=2m=1$, $e^2=2$, lengths in bohr, energies in Ry. An electron moves about a fixed proton, $H_0=-\nabla^2-2/r$, without spin or relativity. The levels are $E_n=-1/n^2$, each with $n^2$ states $\psi_{nlm}=R_{nl}Y_{lm}$. A fixed scatterer of negligible range sits at $\mathbf R\neq0$, on the $z$ axis. It scatters only the s wave about itself and has a constant scattering length $a\neq0$. Let $\mathbf s=\mathbf r-\mathbf R$, $s=|\mathbf s|$, and $E=-1/\nu^2<0$.

(a) Find the equation for the levels. (b) Count the levels that stay at $E_n$ and those that lie between the shells, and identify the displaced states. (c) Give numbers for the model parameters $n=10$, $R=100$, $a=\mp5$, and say what happens to shells 4 and 5 for $a=+5$.

## A tempting solution

In the Born approximation a potential $V$ has scattering length $\frac1{4\pi}\int V\,d^3r$, so take $V=4\pi a\,\delta^3(\mathbf s)$. With $G=(H_0-E)^{-1}$ the Schrödinger equation becomes $\psi(\mathbf r)=-4\pi a\,G(\mathbf r,\mathbf R)\psi(\mathbf R)$. Setting $\mathbf r=\mathbf R$ gives
$$1+4\pi a\,G(\mathbf R,\mathbf R;E)=0 .$$
Near $E_n$ the spectral sum for $G$ is dominated by the pole $\rho_n/(E_n-E)$, where $\rho_n=\sum_{lm}|\psi_{nlm}(\mathbf R)|^2$. Dropping the non-resonant terms gives $E-E_n=4\pi a\rho_n$. One level leaves each shell in the direction of the sign of $a$, and there are no other levels. For $n=10$ the shift is $\mp34.33\ \mathrm{cm^{-1}}$. For $a=+5$ the potential is positive, so shells 4 and 5 go up.

## The fault

The non-resonant terms were dropped as small, but their sum is infinite. High in the continuum the states are plane waves and contribute $\int \frac{d^3p}{(2\pi)^3}\frac1{p^2}=\frac1{2\pi^2}\int dp$, which diverges linearly. In position space, $G\to1/(4\pi s)$ as $s\to0$. The equation $1+4\pi aG(\mathbf R,\mathbf R)=0$ has no meaning, and the coefficient of the delta function is not $4\pi$ times the scattering length.

A scatterer of finite width $b$ shows this. Take $V=\lambda|\chi\rangle\langle\chi|$ with $\chi=(\pi b^2)^{-3/2}e^{-s^2/b^2}$, which has unit integral and Fourier transform $e^{-p^2b^2/4}$. Without the proton, at zero energy, $\psi=1-\lambda\langle\chi|\psi\rangle\,G_0\chi$ with $G_0=1/(4\pi|\mathbf r-\mathbf r'|)$. Far away $G_0\chi\to1/(4\pi s)$, so $\psi\to1-a/s$ with $4\pi a=\lambda\langle\chi|\psi\rangle$. Projecting on $\chi$ gives $\langle\chi|\psi\rangle=1-\lambda\langle\chi|\psi\rangle I_b$, where
$$I_b=\langle\chi|G_0|\chi\rangle=\frac1{2\pi^2}\int_0^\infty e^{-p^2b^2/2}dp=\frac1{2\pi^2}\sqrt{\frac\pi2}\,\frac1b=\frac1{(2\pi)^{3/2}b}.$$
Solving, $\langle\chi|\psi\rangle=1/(1+\lambda I_b)$ and
$$\frac1\lambda=\frac1{4\pi a}-I_b .$$
If $\lambda$ is held fixed as $b\to0$, then $a\to0$: a delta function of finite strength does not scatter. If $a$ is held fixed, then $\lambda\to0^-$ for either sign of $a$. A zero-range scatterer with $a>0$ is the limit of an attractive potential, and the argument from a positive $V$ fails.

## The boundary condition

The zero-energy form $1-a/s$ is proportional to $1/s-1/a$. At zero range it holds near the scatterer for any finite energy:
$$\psi=C\left(\frac1s-\frac1a\right)+o(1),\qquad s\to0 .$$
For two functions $C_i/s+D_i$, Green's identity on a small sphere has the surface term $\oint(\psi_1^*\partial_s\psi_2-\psi_2\partial_s\psi_1^*)\,dS\to4\pi(C_1^*D_2-D_1^*C_2)$, because the $1/s^3$ terms cancel and each $\partial_s(C/s)=-C/s^2$ meets the area $4\pi s^2$. With $D_i=-C_i/a$ and real $a$ it vanishes, so the energies are real. Since $-\nabla^2(1/s)=4\pi\delta^3(\mathbf s)$, an eigenfunction obeys in all space
$$(H_0-E)\psi=4\pi C\,\delta^3(\mathbf s).$$

## The Coulomb Green's function

The s-wave radial equation is $u''=q(t)u$ with $q(t)=1/\nu^2-2/t$. With $z=2t/\nu$ it reads $u_{zz}+(\nu/z-\tfrac14)u=0$, Whittaker's equation with indices $(\nu,\tfrac12)$. Putting $u=ze^{-z/2}v$ gives $u_{zz}=e^{-z/2}(zv''+2v'-zv'-v+zv/4)$, hence $zv''+(2-z)v'-(1-\nu)v=0$.

The regular solution has $v=\sum c_jz^j$, $c_0=1$, $(j+1)(j+2)c_{j+1}=(j+1-\nu)c_j$. This is $M(z)\approx z$. The decaying solution, normalised as $W\to z^\nu e^{-z/2}$, is for $\nu<1$
$$W=\frac{ze^{-z/2}}{\Gamma(1-\nu)}\int_0^\infty e^{-z\tau}\phi\,d\tau,\qquad \phi=\tau^{-\nu}(1+\tau)^\nu .$$
Inserting the integral in the equation for $v$ gives the integrand $e^{-z\tau}\phi\,[z\tau(1+\tau)-2\tau-1+\nu]$, which equals $-\partial_\tau[e^{-z\tau}\tau(1+\tau)\phi]$ and integrates to zero. For large $z$ small $\tau$ dominates and the integral tends to $\Gamma(1-\nu)z^{\nu-1}$, which confirms the normalisation. For small $z$ large $\tau$ dominates, $\phi=1+\nu/\tau+\dots$, the integral is $1/z+O(\ln z)$, so $W(0)=1/\Gamma(1-\nu)$ and $W'=O(\ln z)$. The Wronskian is constant because the equation has no first derivative, and at $z\to0$
$$M'W-MW'=\frac1{\Gamma(1-\nu)} .$$
Integration by parts at $\tau=0$ continues $W$ to all $\nu$. Both sides are analytic in $\nu$, so the identity holds for all $\nu$.

At $\nu=n$ the series ends at $j=n-1$ with $c_{n-1}=(-1)^{n-1}(n-1)!/[(n-1)!\,n!]$. Then $M$ decays as $(-1)^{n-1}z^ne^{-z/2}/n!$, and $W_n=(-1)^{n-1}n!\,M_n$.

Define $\xi=(r+R+s)/2$, $\eta=(r+R-s)/2$, $A=W(2\xi/\nu)$, $B=M(2\eta/\nu)$, and $N=AB'-A'B$, where primes on $A,B$ mean derivatives in $\xi,\eta$. The claim is Hostler's form $G=N/(4\pi s\,\mathcal W)$, with $\mathcal W=(2/\nu)/\Gamma(1-\nu)$ the value of $N$ at equal arguments.

Let $c=\hat{\mathbf r}\cdot\hat{\mathbf s}$. From $\nabla\xi,\nabla\eta=(\hat{\mathbf r}\pm\hat{\mathbf s})/2$ follow $\nabla\xi\cdot\nabla\eta=0$, $|\nabla\xi|^2=\alpha=(1+c)/2$, $|\nabla\eta|^2=\beta=(1-c)/2$, $\hat{\mathbf s}\cdot\nabla\xi=\alpha$, $\hat{\mathbf s}\cdot\nabla\eta=-\beta$. From $\nabla^2r=2/r$ and $\nabla^2s=2/s$ follow $\nabla^2\xi,\nabla^2\eta=1/r\pm1/s$. For $s\ne0$, $s\nabla^2(N/s)=\nabla^2N-(2/s)\hat{\mathbf s}\cdot\nabla N$. The coefficient of $N_\xi$ is $1/r+(1-2\alpha)/s$ and that of $N_\eta$ is $1/r+(2\beta-1)/s$. Both equal $1/r-c/s$, so
$$s\nabla^2\frac Ns=\alpha N_{\xi\xi}+\beta N_{\eta\eta}+\left(\frac1r-\frac cs\right)(N_\xi+N_\eta).$$
With $A''=q(\xi)A$, $B''=q(\eta)B$ and $q'(t)=2/t^2$,
$$N_\xi=A'B'-q(\xi)AB,\qquad N_\eta=q(\eta)AB-A'B',\qquad N_\xi+N_\eta=-\frac{2s}{\xi\eta}AB,$$
$$N_{\xi\xi}=q(\xi)N-\frac{2}{\xi^2}AB,\qquad N_{\eta\eta}=q(\eta)N+\frac2{\eta^2}AB,$$
where $\xi-\eta=s$ was used. From $\mathbf R=\mathbf r-\mathbf s$, $c=(r^2+s^2-R^2)/(2rs)$, so
$$\alpha=\frac{(r+s)^2-R^2}{4rs}=\frac{\xi(\xi-R)}{rs},\qquad \beta=\frac{R^2-(r-s)^2}{4rs}=\frac{\eta(R-\eta)}{rs}.$$
The coefficient of $N$ is $\alpha q(\xi)+\beta q(\eta)=1/\nu^2-2[(\xi-R)+(R-\eta)]/(rs)=1/\nu^2-2/r$. The coefficient of $AB$ is $-2\alpha/\xi^2+2\beta/\eta^2-(2s/\xi\eta)(1/r-c/s)$, which over a common denominator is
$$\frac{2}{rs\,\xi\eta}\Big\{[R(\xi+\eta)-2\xi\eta]-[s^2-crs]\Big\}.$$
Since $\xi+\eta=r+R$ and $2\xi\eta=[(r+R)^2-s^2]/2$, the first bracket is $(R^2-r^2+s^2)/2$. The second is $s^2-(r^2+s^2-R^2)/2$, the same value. Hence $(H_0-E)(N/s)=0$ for $s\neq0$.

As $s\to0$, $N\to\mathcal W$ and $G\to1/(4\pi s)$, the unit source. The triangle inequalities give $\xi\ge R$ and $0\le\eta\le R$, so $W$ never meets its singular point, $G$ is finite at the proton and has no source there, and $G$ decays with $A$ as $r\to\infty$. Two such functions would differ by a normalisable solution of $(H_0-E)\psi=0$, which does not exist for non-integer $\nu$. With primes on $M,W$ denoting $z$ derivatives,
$$G(\mathbf r,\mathbf R)=\frac{\Gamma(1-\nu)}{4\pi s}\left[M'\!\left(\tfrac{2\eta}\nu\right)W\!\left(\tfrac{2\xi}\nu\right)-M\!\left(\tfrac{2\eta}\nu\right)W'\!\left(\tfrac{2\xi}\nu\right)\right].$$

## The level condition

To first order in $s$, $N=\mathcal W+(\xi-R)N_\xi+(\eta-R)N_\eta$. At $\xi=\eta=R$ one has $N_\eta=-N_\xi$, so $N=\mathcal W+(\xi-\eta)N_\xi=\mathcal W+sN_\xi$, whatever the direction of approach. Thus $G=1/(4\pi s)+G_{\rm reg}+O(s)$ with
$$4\pi G_{\rm reg}=\frac{A'B'-qAB}{AB'-A'B}\bigg|_{t=R}=\frac{2\Gamma(1-\nu)}{\nu}\left[M'W'+\left(\frac\nu z-\frac14\right)MW\right]_{z=2R/\nu}.$$
The second form uses $d/dt=(2/\nu)\,d/dz$, $q=(4/\nu^2)(\tfrac14-\nu/z)$ and the value of $\mathcal W$.

For $E\ne E_n$ the source equation has the unique solution $\psi=4\pi C\,G(\mathbf r,\mathbf R;E)$, with $C\neq0$ if $\psi\ne0$. Near the scatterer $\psi=C(1/s+4\pi G_{\rm reg})$, and the boundary condition gives the answer to (a):
$$4\pi G_{\rm reg}(R;E)=-\frac1a .$$
The Gaussian model has the same limit. Its levels obey $1/\lambda+\langle\chi|G|\chi\rangle=0$, and $\langle\chi|G|\chi\rangle=I_b+G_{\rm reg}+O(b)$, so $I_b$ cancels against the $I_b$ in $1/\lambda$. The faulty equation becomes correct when $G(\mathbf R,\mathbf R)$ is replaced by $G_{\rm reg}$, with its non-resonant part kept.

Without the proton $q=\kappa^2$, $A=e^{-\kappa t}$, $B=\sinh\kappa t$. The numerator is $-\kappa^2e^{-\kappa t}(\cosh\kappa t+\sinh\kappa t)=-\kappa^2$ and the denominator is $\kappa$, so $4\pi G_{\rm reg}=-\kappa$. A bound state $E=-1/a^2$ exists for $a>0$ only. As $R\to0$ with the proton present, $W'$ and hence $G_{\rm reg}$ diverge logarithmically, which is why $R=0$ is excluded.

## Counting the levels

*Slope.* The resolvent identity $G(E')-G(E)=(E'-E)G(E)G(E')$ is taken between $\mathbf r$ and $\mathbf R$. The term $1/(4\pi s)$ cancels on the left, so $\mathbf r\to\mathbf R$ is allowed. The kernel is real and symmetric, so
$$\frac{dG_{\rm reg}}{dE}=\int G(\mathbf r,\mathbf R;E)^2\,d^3r>0 .$$
The integral converges at $s=0$ because $1/s^2$ is integrable in three dimensions.

*Poles.* Let $\epsilon=n-\nu$. From $\Gamma(x)=\Gamma(x+n)/[x(x+1)\cdots(x+n-1)]$ at $x=1-n+\epsilon$, $\Gamma(1-\nu)\approx(-1)^{n-1}/[(n-1)!\,\epsilon]$. Then $\Gamma(1-\nu)W\approx nM/\epsilon$, and likewise for $W'$. Also $E_n-E=1/\nu^2-1/n^2\approx2\epsilon/n^3$, so $1/\epsilon\approx2/[n^3(E_n-E)]$. The spectral representation says that the residue of $G$ is the shell projector $P_n(\mathbf r,\mathbf R)=\sum_{lm}\psi_{nlm}(\mathbf r)\psi^*_{nlm}(\mathbf R)$. The factor in front is $n\cdot(2/n^3)/(4\pi s)$, so
$$P_n(\mathbf r,\mathbf R)=\frac{M'(2\eta/n)M(2\xi/n)-M(2\eta/n)M'(2\xi/n)}{2\pi n^2s}.$$
For $G_{\rm reg}\approx\rho_n/(E_n-E)$ the factor is $(2/n)\,n\,(2/n^3)/(4\pi)$:
$$\rho_n=\frac{M'^2+(n/z-\frac14)M^2}{\pi n^3}=\sum_{l=0}^{n-1}\frac{2l+1}{4\pi}R_{nl}(R)^2 ,$$
the last form by the addition theorem. For $n=1$, $M=ze^{-z/2}$ and $z=2R$; the numerator is $e^{-z}[(1-z/2)^2+z-z^2/4]=e^{-z}$, so $\rho_1=e^{-2R}/\pi$, the 1s density. Since $R_{n,n-1}\propto r^{n-1}e^{-r/n}$ has no node, $\rho_n>0$ for every $R>0$, even where $M$ vanishes. Every shell gives a pole.

*Low energy.* With $\lambda_+=B'/B$ and $\lambda_-=-A'/A$, $4\pi G_{\rm reg}=-(\lambda_+\lambda_-+q)/(\lambda_++\lambda_-)$. Where $q=\kappa^2>0$, the functions obey $\lambda_+'=\kappa^2-\lambda_+^2$ and $\lambda_-'=\lambda_-^2-\kappa^2$. The first, starting from $1/t$ at the origin, is drawn to $\kappa$ going outward, and the second going inward, with relative corrections of order $\kappa'/\kappa^2=1/(R^2\kappa^3)$. When that parameter is small,
$$4\pi G_{\rm reg}\approx-\kappa,\qquad\kappa=\sqrt{1/\nu^2-2/R},$$
apart from the poles. In particular $G_{\rm reg}\to-\infty$ as $E\to-\infty$.

*Roots.* Just above $E_n$ the pole term is $-\infty$, just below $E_{n+1}$ it is $+\infty$, and in between $G_{\rm reg}$ is continuous and increasing. It takes the value $-1/(4\pi a)$ exactly once in each gap $(E_n,E_{n+1})$, and exactly once below $E_1$, for every $a$ and $R$.

*Levels at $E_n$.* Multiply the source equation at $E=E_n$ by a shell state $\psi_{nlm}^*$ and integrate. The left side vanishes when $H_0-E_n$ is moved onto $\psi^*_{nlm}$, so $C\psi^*_{nlm}(\mathbf R)=0$. The state $l=n-1$, $m=0$ is nonzero at $\mathbf R$, so $C=0$. Then $\psi$ is a state of the shell and the boundary condition reads $\psi(\mathbf R)=0$. This is one nontrivial linear condition on $n^2$ coefficients, which leaves $n^2-1$ states: the $n^2-n$ states with $m\ne0$, which vanish on the axis, and $n-1$ combinations with $m=0$. For any shell state $\phi$, $\int P_n^*(\mathbf r,\mathbf R)\phi(\mathbf r)\,d^3r=\phi(\mathbf R)$, so the one direction removed from the shell is $P_n(\mathbf r,\mathbf R)$, with squared norm $\rho_n$. This is the trilobite state. It has $m=0$ and $l$ weights $w_l=(2l+1)R_{nl}^2/(4\pi\rho_n)$.

That each shell loses one level is exact. Which root belongs to which shell depends on $a$. For $a\to0^-$, $-1/a\to+\infty$ and the root below $E_n$ approaches $E_n$. As $-1/a$ decreases through $0$ to $-\infty$, that root slides down continuously to $E_{n-1}$ (without limit for $n=1$), since $G_{\rm reg}$ is monotonic. For $a\to0^+$ each shell has a root just above it, and the lowest root goes to $-\infty$ with $\kappa=1/a$. It is the scatterer's own bound state, which the tempting solution lacks.

The level condition $4\pi G_{\rm reg}(R;E)=-1/a$ is established, with $n^2-1$ states staying at each $E_n$, one level in each gap between shells and one below $E_1$. The size of the shifts, the character of the displaced states at finite shift, and the numbers asked for in (c) remain.
